\section*{Stieltjes imaging of hydrogen photoionisation: truncation error and moment precision, part 2}

Stieltjes imaging recovers the photoionisation cross section $\sigma$ of 1s hydrogen from moments $\mu_k=S(-k)=\int x^k\,df$ of the oscillator-strength distribution $df$, with $x=1/\varepsilon$ and $\varepsilon$ the excitation energy. Few moments resolve poorly; many require very many digits. The nucleus is fixed; units are atomic (one hartree is 27.211386 eV).

The continuum fills $0<x<2$, with $\varepsilon=(1+k^2)/2$, $\sigma=2\pi^2\alpha a_0^2\,g$ and $g=df/d\varepsilon$:
\begin{equation}
g=\frac{2^8}{3}\,\frac{e^{-4\arctan k/k}}{(1+k^2)^4\,(1-e^{-2\pi/k})}.
\label{g}
\end{equation}
Lines lie above $x=2$, up to 2p at $x=8/3$ (strength $f_{2p}=0.416197$). $F(\varepsilon)$ is the strength up to $\varepsilon$. With $\phi_0=r^2e^{-r}$, $L=H+\frac12$ for $l=1$ and $X=L^{-1}$, $\mu_k=\frac83\langle\phi_0|L^{1-k}|\phi_0\rangle$.

The monic orthogonal polynomials $\pi_j$ of $df$ have $h_j=\int\pi_j^2df$. With $p_j=\pi_j/\sqrt{h_j}$, $b_j=\sqrt{\beta_j}$,
\begin{equation}
b_{j+1}p_{j+1}=(x-a_j)p_j-b_jp_{j-1},\qquad p_0=1 .
\label{orth}
\end{equation}
\begin{equation}
a_j=\frac{j+2}{j+1},\qquad\beta_j=\frac{j+3}{4(j+1)} .
\label{ab}
\end{equation}
The Chebyshev algorithm obtains $a_j,\beta_j$ from $\mu_0,\dots,\mu_{2n-1}$. The Jacobi matrix $J$ (diagonal $a_j$, off-diagonal $b_j$) has eigenvalues $x_1>\dots>x_n$, the nodes and roots of $p_n$; $\varepsilon_i=1/x_i$. With Lagrange polynomials $l_i$, weights $f_i=\int l_i\,df$ integrate degrees up to $2n-1$ exactly, and
\begin{equation}
\sum_{j<n}p_j^2=b_n(p_n'p_{n-1}-p_{n-1}'p_n),\qquad f_i=\frac1{b_np_n'(x_i)p_{n-1}(x_i)} .
\label{cd}
\end{equation}
The Stieltjes derivative, assigned to the midpoint $\bar\varepsilon_i=(\varepsilon_i+\varepsilon_{i+1})/2$, is
\begin{equation}
g_i=\frac{f_i+f_{i+1}}{2\Delta_i},\qquad\Delta_i=\varepsilon_{i+1}-\varepsilon_i ,
\label{gi}
\end{equation}

Let $w$ be the continuum density in $x$ and $Q_j(z)=\int p_j(y)\,df(y)/(z-y)$. At $x+i0$, $Q_j=|Q_j|e^{-i\varphi_j}$ and $\pi wp_j=|Q_j|\sin\varphi_j$; the invariant is $b_j(p_jQ_{j-1}-p_{j-1}Q_j)=1$. Then
\begin{equation}
f_i=-\frac{\mathrm{Re}\,Q_n}{p_n'}=-\frac{\pi w}{d\varphi_n/dx}=g\,\frac{d\varepsilon}{d\xi}\Big|_{\varepsilon_i},\qquad\xi=\frac{\varphi_n}{\pi}.
\label{heller}
\end{equation}
Neighbouring continuum nodes sit at consecutive integers $\xi$. Large-$j$ solutions at argument $y$ are assumed, not proved, to behave as $\varrho^jj^\gamma$:
\begin{equation}
\varrho+\frac1\varrho=2(y-1),\qquad\gamma=-\frac{2y}{\varrho-1/\varrho}.
\label{asym}
\end{equation}
With $x=1+\cos\theta$, $k=\tan(\theta/2)$ (one hartree: $\theta=\pi/2$), this gives
\begin{equation}
\varphi_n=n\theta+\frac{\ln n}k+c(\theta)+O(1/n),\qquad\frac\pi h=\frac{d\varphi_n}{d\theta}=n-\frac{\ln n}{2\sin^2(\theta/2)}+c'(\theta),
\label{phase}
\end{equation}
where $h$ is the node spacing in $\theta$ and $c$ is smooth. Subscripts $\theta$ denote derivatives.

\subsection*{The error law}

Let $G(\xi)=g\,\varepsilon'$, with primes on $\varepsilon$ and $G$ denoting $d/d\xi$ and primes on $g$ denoting $d/d\varepsilon$. By (\ref{heller}) the numerator of (\ref{gi}) is the trapezoid rule on a unit interval. Taylor expansion about the centre gives $G+G''/8$ for the rule and $G+G''/24$ for the integral, so the rule exceeds the integral by $G''/12$. The integral is $\int g\,d\varepsilon=\Delta\,[g(\bar\varepsilon)+g''\Delta^2/24]$. With $\Delta\approx\varepsilon'$ in the correction terms and $G''=g''\varepsilon'^3+3g'\varepsilon'\varepsilon''+g\varepsilon'''$,
\begin{equation}
g_i-g(\bar\varepsilon)\approx\tfrac18g''\varepsilon'^2+\tfrac14g'\varepsilon''+\frac{g\,\varepsilon'''}{12\,\varepsilon'} ,
\end{equation}
where $\frac18=\frac1{24}+\frac1{12}$. By (\ref{phase}), $d\theta/d\xi=h$ and $d^2\theta/d\xi^2=-h^2\varphi_{\theta\theta}/\varphi_\theta=h^2\,O(\ln n/n)$, so each $\xi$ derivative is $h\,d/d\theta$ to that relative order. From $dk/d\theta=(1+k^2)/2$ one finds $\varepsilon_\theta=k(1+k^2)/2$, $\varepsilon_{\theta\theta}=(1+3k^2)(1+k^2)/4$ and $\varepsilon_{\theta\theta\theta}=(2k+3k^3)(1+k^2)/2$. The error relative to the exact $g(\bar\varepsilon)$ is, to leading order at fixed $k$,
\begin{equation}
\frac{g_i}{g}-1\approx Ch^2,\qquad C=\frac{g''}{8g}\varepsilon_\theta^2+\frac{g'}{4g}\varepsilon_{\theta\theta}+\frac{2+3k^2}{12}.
\label{C}
\end{equation}
At one hartree $\varepsilon_\theta=1$, $\varepsilon_{\theta\theta}=2$, $g'/g=-2.8467$ and $g''/g=10.7174$, so $C=1.3397-1.4234+0.4167=0.3330$. At $n=3200$ the observed error divided by $h^2$ is 0.3342 and $C$ at the midpoint is 0.3334; this is tested to 3\%. At $n=800$ the values are 0.3346 and 0.3321.

The law fails at both ends. The relative energy spacing is $h\varepsilon_\theta/\varepsilon=hk$, which must be small. For $g\propto\varepsilon^{-7/2}$ and large $k$, $\varepsilon_\theta=k\varepsilon$ and $\varepsilon_{\theta\theta}\approx\frac32k^2\varepsilon$ give $C\to(\frac{63}{32}-\frac{21}{16}+\frac14)k^2=\frac{29}{32}k^2$, so at fixed $n$ the error grows in proportion to the energy. The last pair has $hk$ of order one at any $n$ and lies outside the expansion. Near threshold the logarithmic term in (\ref{phase}) competes with $n$ unless $k^2\gg\ln n/n$. There the law misstates the size of the error, but the error itself stays small: at $n=400$ it is about $10^{-4}$ for the lowest continuum pairs, whereas for the last pair it exceeds 100\%.

\section{Conditioning of the map from moments to nodes}

Let the moments change by $\delta\mu_k$ with $|\delta\mu_k|\le\eta\mu_k$, the model of independent rounding, and work to first order in $\eta$. The rule satisfies $\sum_if_ix_i^k=\mu_k$ for $k<2n$. Varying this and summing with the coefficients $P_k$ of any polynomial of degree at most $2n-1$,
\begin{equation}
\sum_kP_k\,\delta\mu_k=\sum_i\big[P(x_i)\,\delta f_i+f_iP'(x_i)\,\delta x_i\big].
\end{equation}
The polynomial $K_i=(x-x_i)l_i^2$ vanishes at all nodes, and its slope is 1 at $x_i$ and 0 at the double roots. The polynomial $H_i=l_i^2-2l_i'(x_i)K_i$ has $H_i(x_j)=\delta_{ij}$ and zero slope at every node, since $(l_i^2)'=2l_i'$ at $x_i$. Therefore
\begin{equation}
f_i\,\delta x_i=\sum_kK_{i,k}\,\delta\mu_k,\qquad\delta f_i=\sum_kH_{i,k}\,\delta\mu_k .
\end{equation}
The condition number of a node is the largest $|\delta x_i|/(x_i\eta)$, namely $\sum_k|K_{i,k}|\mu_k/(f_ix_i)$. All $2n-1$ roots of $K_i$ are positive and its top coefficient is positive, so $-K_i(-x)=(x+x_i)l_i(-x)^2$ is a product of factors with positive coefficients and equals $\sum_k|K_{i,k}|x^k$. Integrating over $df$, and using $l_i(y)=p_n(y)/[(y-x_i)p_n'(x_i)]$,
\begin{equation}
\kappa_i=\frac{\int(x+x_i)\,l_i(-x)^2df}{f_ix_i}=\frac1{f_ix_i\,p_n'(x_i)^2}\int\frac{p_n(-x)^2}{x+x_i}\,df .
\label{kap}
\end{equation}
The sign of $K_{i,k}$ is $-(-1)^k$ for every $i$, so the one pattern $\delta\mu_k=\eta(-1)^k\mu_k$ is worst for all nodes and gives $\delta x_i=-\eta\kappa_ix_i$. This pattern is the moment sequence of a mirror image of the spectrum, placed at $-x$ with weight $\eta$. The rule cannot tell rounding from such a ghost spectrum, and it responds through polynomials evaluated far outside the interval on which they are small.

The norm $h_n$ behaves more simply. Since $\delta\pi_n$ has degree below $n$, $\int\pi_n\delta\pi_n\,df=0$, and $\delta h_n/h_n=\sum_k(p_n^2)_k\,\delta\mu_k$. The roots are again positive, so
\begin{equation}
\kappa_h(n)=\int p_n(-x)^2df,\qquad\frac{\delta\beta_j}{\beta_j}=\frac{\delta h_j}{h_j}-\frac{\delta h_{j-1}}{h_{j-1}},
\label{kh}
\end{equation}
and $|\delta\beta_j|/\beta_j\le\eta[\kappa_h(j)+\kappa_h(j-1)]$. For the cross section at a fixed pair, $\delta\varepsilon=-\delta x/x^2$ in (\ref{gi}) gives $\delta g_i/g_i=\sum_k\Gamma_k\delta\mu_k$ with
\begin{equation}
\Gamma=\frac{H_i+H_{i+1}}{f_i+f_{i+1}}+\frac1{\Delta_i}\Big[\frac{K_{i+1}}{f_{i+1}x_{i+1}^2}-\frac{K_i}{f_ix_i^2}\Big],\qquad\kappa_g=\sum_k|\Gamma_k|\mu_k .
\end{equation}
The shift of the midpoint is not included in $\kappa_g$. At $n=5$ and 10 the program perturbs the moments with the worst signs, runs the whole algorithm in 100-digit arithmetic, and tests the response against $\kappa_i$ and $\kappa_g$. At $n=5$ the node values rise from $9.45\times10^3$ for the lowest node through $3.49\times10^5$, $1.18\times10^6$ and $2.34\times10^6$ to $3.54\times10^6$.

\subsection*{Growth with $n$}

Put $y=-x$ in (\ref{asym}) and $\varrho=-\rho$. Then $\rho+1/\rho=2(1+x)$. For $x\ge2$ the positive sequence $P_j=(-1)^jp_j(-x)$ cannot decay: if $P_j\ge P_{j-1}>0$, then $b_{j+1}P_{j+1}\ge(x+a_j-b_j)P_j\ge b_{j+1}P_j$, because $a_j>1$ and $b_j\le1/\sqrt2$. It follows the larger root,
\begin{equation}
\rho=1+x+\sqrt{x(x+2)},\qquad\gamma=-\frac{2x}{\rho-1/\rho}=-\sqrt{\frac x{x+2}} .
\end{equation}
Both $P_n$ and $\rho$ increase with $x$, so the largest $x$ that carries weight dominates the integrals at large $n$. This is the 2p line at $x=8/3$:
\begin{equation}
\rho=\frac{11+\sqrt{112}}3=7.1943,\qquad\gamma=-\frac2{\sqrt7}=-0.7559,\qquad\kappa_h\propto\rho^{2n}n^{2\gamma}.
\end{equation}
Each added node costs asymptotically a factor $\rho^2=51.758$, or 1.7140 decimal digits. The ratio $\kappa_h(121)/\kappa_h(120)$ is 51.129 and the law $\rho^2(1+2\gamma/n)$ gives 51.106; the test is tight enough to detect the power correction. A measure confined to $[0,2]$ with the same limits of $a_j$ and $b_j$ would have $\rho^2=(3+\sqrt8)^2=33.971$, or 1.5311 digits per node. The conditioning of the continuum is thus set by a line that is not part of it.

For a continuum node, write $p_j=A\sin\varphi_j$ with $A=|Q_j|/\pi w$. To leading order $\varphi_n-\varphi_{n-1}=\theta$ and $b_n=\frac12$, so the invariant reads $\frac12\pi wA^2\sin\theta=1$. With (\ref{heller}) and $|d\theta/dx|=1/\sin\theta$,
\begin{equation}
f_ip_n'^2=\pi wA^2\Big|\frac{d\varphi_n}{dx}\Big|\approx\frac{2n}{\sin^2\theta},\qquad\kappa_i\approx\frac{\kappa_h(n)\sin^2\theta_i}{2n\,x_i(8/3+x_i)}\propto\rho^{2n}n^{2\gamma-1},
\end{equation}
with relative corrections $O(\ln n/n)$. At $n=120$ and 27.142 eV the exact $\kappa_i$ is 1.0334 times this asymptote.

The node that converges to 2p behaves differently. At $y=8/3$, (\ref{asym}) has $\varrho=\frac13,\gamma=2$ and $\varrho=3,\gamma=-2$. The numbers $f_{2p}\,p_j(8/3)$ are expansion coefficients of the indicator of the line, so $p_j(8/3)$ decays, as $3^{-j}j^2$. The derivative $p_j'$ obeys the recurrence with the decaying source $p_j$, and the left side of (\ref{cd}) tends to a non-zero constant, which requires $p_j'\propto3^jj^{-2}$. One Newton step gives the node error, and (\ref{kap}) the condition number:
\begin{equation}
\tfrac83-x_1\approx\frac{p_n}{p_n'}\propto9^{-n}n^4,\qquad\kappa_1\propto\Big(\frac{\rho^2}9\Big)^nn^{2\gamma+4}.
\end{equation}
The tested ratios are 0.11854 against 0.11852 for the error from $n=60$ to 61, and 5.8712 against 5.8702 for $\kappa_1$ from 120 to 121, with $\rho^2/9=5.7509$. The isolated line is found exponentially fast, whereas the error of the Stieltjes derivative in the continuum falls only as a power of $n$, and its node is much better conditioned than the continuum nodes.

\section{The balance of the two errors}

For the pair of nodes that encloses one hartree, exact moments give the following. The error is relative to the exact cross section at the midpoint.
\begin{center}
\begin{tabular}{rrrrrr}
$n$ & $\bar\varepsilon$ (eV) & error & $Ch^2$ & $\log_{10}\kappa_g$ & digits\\
5 & 26.386 & 0.146 & 0.141 & 6.67 & 7.5\\
10 & 29.410 & 0.0517 & 0.0480 & 14.66 & 15.9\\
20 & 27.162 & 0.0102 & 0.00932 & 31.07 & 33.1\\
40 & 26.691 & 0.00228 & 0.00212 & 64.62 & 67.3
\end{tabular}
\end{center}
At $n=40$ the estimate is 0.009862 \AA$^2$ against 0.009840 \AA$^2$ (0.9862 and 0.9840 Mb). The law (\ref{C}) with the actual spacing $h$ falls short of the error by 4\% to 10\% of $Ch^2$ in these rows, and the shortfall does not decrease steadily with $n$: it is smallest at $n=5$, where the expansion has no claim to accuracy. That agreement is not explained here. The midpoints also differ from row to row, so the error column is not a convergence sequence at one energy. From $n=20$ to 40, where the midpoints are close, the error drops by $0.0102/0.00228=4.5$. This exceeds the asymptotic factor 4, and $Ch^2$ itself drops by $0.00932/0.00212=4.4$.

The last column is $\log_{10}(\kappa_g/\text{error})$, for example $64.62-\log_{10}0.00228=67.3$. With moments of that relative precision, the worst first-order change of $g_i$ equals the truncation error. The accompanying shift of the midpoint is left out, so the figure describes $g_i$ itself and not its distance from the exact curve. The omitted term cancels most of the change, because the perturbed point largely slides along the curve. With it, the worst first-order change of $g_i/g(\bar\varepsilon_i)$ at $n=10$ is about 18 times smaller, or 1.3 digits, so the column overstates the precision needed for a given accuracy of the cross section. It is a worst-case figure, and a particular rounding does less harm. From $n=20$ to 40, $\log_{10}\kappa_g$ rises by 33.55. The node law predicts $20\times1.7140+(2\gamma-1)\log_{10}2=34.28-0.76=33.52$. That $\kappa_g$ shares the power of $n$ of the node law is a conjecture supported by this one comparison. Halving the truncation error needs about $\sqrt2$ times as many nodes, and so about $\sqrt2$ times as many digits.

\subsection*{Double precision}

Rounding to double precision has $\eta=2^{-53}=1.110\times10^{-16}$. To locate the source of the loss, the moments are rounded once and then processed in exact rational arithmetic, and separately in floating point. The entries are relative errors of $\beta_j$ with respect to (\ref{ab}); the linear column is (\ref{kh}) with the actual rounding errors.
\begin{center}
\begin{tabular}{rrrrr}
$j$ & $\kappa_h\eta$ & exact arith. & linear & floating\\
6 & $2.74\times10^{-7}$ & $-5.40\times10^{-8}$ & $-5.40\times10^{-8}$ & $-5.45\times10^{-8}$\\
8 & $5.25\times10^{-4}$ & $1.13\times10^{-4}$ & $1.13\times10^{-4}$ & $1.13\times10^{-4}$\\
9 & $2.36\times10^{-2}$ & $4.40\times10^{-3}$ & $4.40\times10^{-3}$ & $4.43\times10^{-3}$\\
10 & $1.08$ & $0.0818$ & $0.0827$ & $0.0822$\\
11 & $49.6$ & $-2.14$ & $-2.31$ & $-2.17$
\end{tabular}
\end{center}
The linear prediction is tested at $j=6$ and 7, the bound for $j=6$ to 8, and an error above 10\% is required somewhere in $j=11$ to 13. Exact arithmetic does not help, so the information is lost when the moments are stored, and no algorithm that has only these doubles, with no further knowledge of the spectrum, can restore it. In this run floating-point arithmetic changes the errors by only a few per cent of their size; that is an observation, not a derived property. At $j=11$ the relative error is below $-1$, so $\beta_{11}<0$. A positive measure has $\beta_j=h_j/h_{j-1}>0$, so the rounded numbers are then the moments of no spectrum, and $J$ is no longer real and symmetric. A negative $\beta_j$ detects failure late: $\beta_{10}$ is positive and 8\% wrong.

At $n=8$ the rounded moments shift the Stieltjes cross section by $-5.66\times10^{-6}$ relative to the value from exact moments, within the bound $\kappa_g\eta=3.20\times10^{-5}$. At $n=10$ the 15.9 digits in the table at the start of this section are what a double holds. For hydrogen near one hartree, doubles therefore keep the worst first-order change of $g_i$ at or below the truncation error up to about $n=10$, where that error is 5\%. Measured against the exact curve at the shifted midpoint, the worst patterns move the error at $n=10$ only between 4.9\% and 5.5\%. The guarantee ends at $n=11$ because $\kappa_h(10)\,\eta=1.08$ allows $\beta_{10}$ to turn negative, although the actual rounding still gives 2.8\% there. Moments from an approximate wave function carry errors far above $2^{-53}$. If those errors are independent from moment to moment, each 1.7 digits lost removes one node. If instead all moments come exactly from one approximate positive spectrum, the errors are correlated, every $\beta_j$ with $j$ below the number of its states stays positive, and the rule images that spectrum; the independent-error model then does not apply.

\section{Modified moments}

The ghost at $-x$ arises because relative errors in monomial moments may alternate in sign. Take instead $\nu_l=\int T_l(x-1)\,df$, with Chebyshev polynomials fitted to the continuum $[0,2]$, and let $|\delta\nu_l|\le\eta|\nu_l|$. Expanding $p_n^2=\sum_{l\le2n}c_lT_l(x-1)$, the argument that led to (\ref{kh}) gives $\kappa_{\rm mod}=\sum_l|c_l\nu_l|$. From (\ref{ab}) the product telescopes, $h_n=\prod_{j=1}^n\beta_j=4^{-n}(n+2)(n+3)/6$. The top coefficient of $p_n^2$ is $1/h_n$ and that of $T_{2n}$ is $2^{2n-1}$, so $c_{2n}=12/[(n+2)(n+3)]$. Outside $[-1,1]$, $T_l(z)=\frac12(\varrho^l+\varrho^{-l})$ with $\varrho+1/\varrho=2z$. The 2p line has $z=5/3$ and $\varrho=3$, the 3p line has $z=5/4$ and $\varrho=2$, higher lines have smaller $\varrho$, and the continuum contributes at most 1. Hence $\nu_{2n}\approx\frac12f_{2p}9^n$, tested at $n=30$, and
\begin{equation}
\kappa_{\rm mod}\ge c_{2n}|\nu_{2n}|\approx\frac{6f_{2p}\,9^n}{(n+2)(n+3)} .
\end{equation}
The growth is still exponential, at a rate of at least 9 per node. That the rate is no more than 9 is not proved. The computed ratio $\kappa_{\rm mod}(31)/\kappa_{\rm mod}(30)=8.749$ is tested to lie within 10\% of 9. If the upper $c_l$ alternate in sign, which is a conjecture, then $\kappa_{\rm mod}\approx f_{2p}\,p_n(-2/3)^2$, since $x-1=-5/3$ there, and the exponent $\gamma=-\frac12$ predicts the ratio $9(1-1/30)=8.70$. If the rate is 9, the cost for the norm $h_n$ falls from 1.7140 to 0.9542 digits per node. The computed values show the gain directly: $\log_{10}\kappa$ is 9.13 instead of 15.99 at $n=10$, and 27.85 instead of 49.65 at $n=30$.

The gain exists only if the $\nu_l$ are computed directly, for instance as $\frac83\langle\phi_0|L\,T_l(X-1)|\phi_0\rangle$ with the Chebyshev recurrence applied to functions. If they are formed from rounded $\mu_k$, then $\delta\nu_l=\sum_kT_{l,k}\delta\mu_k$, with $T_{l,k}$ the monomial coefficients of $T_l(x-1)$, and $\sum_lc_l\,\delta\nu_l=\sum_k(p_n^2)_k\delta\mu_k$ is the original error unchanged. When the operator itself is available the moments can be avoided. The entries of $J$ are overlaps of $L$-orthogonal vectors, and a symmetric perturbation of $J$ of norm $\eta\|J\|$ moves each node by at most that amount, by the min--max principle. The rules at $n=800$ and 3200 used above were built in double precision from (\ref{ab}) in this way.

\section*{Computed values}
\begin{verbatim}
hartree = 27.211386 eV, bohr = 0.529177 A, threshold = 13.6057 eV
2 pi^2 alpha a0^2 = 0.040336 A^2; unit roundoff u = 1.110e-16
threshold g = 1.56293 /Ha, sigma = 0.06304 A^2 = 6.304 Mb
2p: 10.20427 eV, f = 0.416197; total bound f = 0.565004
S(0..-5) a.u.: 1, 2, 9/2, 43/4, 319/12, 9673/144
S(-6..-9) a.u.: 172.18808, 445.7541, 1162.0911, 3045.1746
a_0..4: 2, 3/2, 4/3, 5/4, 6/5 ; beta_1..4: 1/2, 5/12, 3/8, 7/20
n=5: x_i (1/Ha), eps_i (eV), f_i, lower < exact F < upper
 2.664353   10.2131 0.424574  0.00000 < 0.41620 < 0.42457
 2.089755   13.0213 0.218381  0.42457 < 0.52429 < 0.64296
 1.463205   18.5971 0.212823  0.64296 < 0.75464 < 0.85578
 0.796247   34.1746 0.117974  0.85578 < 0.92412 < 0.97375
 0.269773  100.8679 0.026247  0.97375 < 0.99195 < 1.00000
n=5: midpoint (eV), Stieltjes sigma, exact sigma (A^2)
  11.6172 0.125653 below threshold
  15.8092 0.042442 0.042120
  26.3858 0.011654 0.010166
  67.5212 0.001187 0.000643
n, mid (eV), sigma_S, sigma (A^2), rel err, C h^2, log10 kappa_g, digits
  5  26.386 0.011654 0.010166 1.46e-01 1.41e-01 6.67 7.5
    n=5 kappa_node: 9.45e+03 3.49e+05 1.18e+06 2.34e+06 3.54e+06
 10  29.410 0.007847 0.007461 5.17e-02 4.80e-02 14.66 15.9
 20  27.162 0.009458 0.009362 1.02e-02 9.32e-03 31.07 33.1
 40  26.691 0.009862 0.009840 2.28e-03 2.12e-03 64.62 67.3
n=40 value in Mb: Stieltjes 0.9862, exact 0.9840
n=800: err/h^2 = 0.3346, C = 0.3321, pi/h - n = -4.787
n=3200: err/h^2 = 0.3342, C = 0.3334, pi/h - n = -6.170
at 1 Ha: g'/g = -2.8467 /Ha, g''/g = 10.7174 /Ha^2, C = 0.3330
2p node error ratio n=61/60: 0.11854, law (1+4/n)/9 = 0.11852
rho = 7.1943, rho^2 = 51.758, digits/node = 1.7140, gamma = -0.7559
support [0,2] only: (3+sqrt8)^2 = 33.971, digits/node = 1.5311
kappa_h(121)/kappa_h(120) = 51.129, law = 51.106
n=120 continuum node 27.142 eV: kappa/asymptote = 1.0334
2p node kappa ratio 121/120 = 5.8712, law = 5.8702, rho^2/9 = 5.7509
j, kappa_h u, rel err beta_j: rounded data+exact arith, linear law, float arith
  6 2.74e-07 -5.40e-08 -5.40e-08 -5.45e-08
  7 1.19e-05 +1.13e-06 +1.13e-06 +1.11e-06
  8 5.25e-04 +1.13e-04 +1.13e-04 +1.13e-04
  9 2.36e-02 +4.40e-03 +4.40e-03 +4.43e-03
 10 1.08e+00 +8.18e-02 +8.27e-02 +8.22e-02
 11 4.96e+01 -2.14e+00 -2.31e+00 -2.17e+00
 12 2.30e+03 -2.98e+02 -1.79e+02 -2.89e+02
n=8, double moments: rel shift of sigma_S = -5.66e-06, bound kappa_g u = 3.20e-05
modified moments: kappa(31)/kappa(30) = 8.749, digits/node at rate 9 = 0.9542
log10 kappa_h, n=10: raw 15.99, modified 9.13
log10 kappa_h, n=30: raw 49.65, modified 27.85
\end{verbatim}
